Mean Normal Field in an Inversion Layer: Depletion Plus Half Inversion Charge

**A layer of constant density**

Let a semiconductor fill z > 0, with its surface at z = 0 and a positive gate on the other side. Suppose that the inversion electrons, N_inv per unit area, have constant density from the surface to a depth d. Suppose also that all the fixed negative charge of the depletion layer, N_dep per unit area, lies deeper than d, and that the field vanishes beyond it.

Gauss's law then gives the field at any depth from the charge that lies deeper. At the back of the electron layer this is N_dep. At the surface it is N_dep + N_inv. Between the two the field falls linearly. Since every depth in the layer holds equally many electrons, the field averaged over the electrons is the midpoint value, which belongs to the charge

N_dep + N_inv/2.

The midpoint survives when the density is not constant. Where the electrons are dense the field falls quickly, and where they are sparse it falls slowly: a given number of electrons accounts for the same drop in field wherever it sits. Two derivations make this precise, and both show what happens when some depletion charge lies among the electrons.

**Conventions and statement**

The algebra is in atomic units: the elementary charge is 1 and two charges in vacuum have energy 1/r. The semiconductor has uniform relative permittivity κ. All charge densities are averaged over planes parallel to the surface and depend on z alone.

The electron density is n(z), with integral N_inv. The density of net negative fixed charge is a(z): ionized acceptors less any holes. It ends at the depletion edge W, and its integral is N_dep. The part between the surface and depth z is

D(z) = ∫₀ᶻ a(z′) dz′.

No electrons are in the oxide, and those beyond W are neglected. An electron's mean electrostatic energy is U(z), and the force on it along +z is −dU/dz. Define

F(z) = dU/dz,

which is positive when the electron is pulled towards the surface. Because the charge is 1, F is also the magnitude of the electric field. The density-weighted field is

⟨F⟩ = (1/N_inv) ∫ n F dz.

The result to be shown is

⟨F⟩ = (4π/κ)(N_dep + N_inv/2 − ⟨D⟩),  (1)

where ⟨D⟩ is the density-weighted mean of D. When ⟨D⟩ is small compared with N_dep + N_inv/2, this becomes

⟨F⟩ ≈ (4π/κ)(N_dep + N_inv/2).  (2)

In engineering units 4π/κ is replaced by 1/ε, with ε the permittivity of the semiconductor, and the numbers per area by charges per area.

**First derivation: integrating Poisson's equation**

The potential φ obeys φ″ = −(4π/κ)ρ, and the charge density is ρ = −(n + a). An electron has charge −1, so U = −φ and

U″ = −(4π/κ)(n + a).

The field vanishes at the depletion edge, F(W) = 0. Integrating F′ = U″ from z to W gives

F(W) − F(z) = −(4π/κ) ∫_z^W (n + a) dz′.

The first term is zero. The fixed charge deeper than z is N_dep − D(z). Call the number of electrons per area deeper than z

M(z) = ∫_z^W n dz′.

Then

F(z) = (4π/κ)[N_dep − D(z) + M(z)].  (3)

Now average over the electrons. The first term is constant and the second gives −⟨D⟩ by definition. For the third, differentiating M with respect to its lower limit gives M′ = −n, so that

∫₀^W n M dz = −∫₀^W M′M dz = −½[M(W)² − M(0)²].

No electrons are deeper than W, so M(W) = 0, and all are deeper than the surface, so M(0) = N_inv. The integral is therefore N_inv²/2, and division by N_inv leaves N_inv/2. Equation (1) follows.

The shape of n was never used. A profile with one maximum, with two, or with its maximum at the surface gives the same half. The shape can enter through ⟨D⟩ alone, once N_inv and N_dep are given.

The same change of variable gives the whole distribution of the field. For any function g,

(1/N_inv) ∫ n g(M) dz = (1/N_inv) ∫₀^{N_inv} g(M) dM.

Over the electrons, M is thus uniformly distributed between 0 and N_inv. If D is negligible in the layer, equation (3) says that the field is uniformly distributed between its value at the back, (4π/κ)N_dep, and its value at the surface, (4π/κ)(N_dep + N_inv). Its standard deviation follows from

⟨M²⟩ − ⟨M⟩² = N_inv²/3 − N_inv²/4 = N_inv²/12,

and equals (4π/κ)N_inv/√12. The mean field is a property of the layer as a whole, and individual depths see fields well away from it.

**Second derivation: forces between charged sheets**

Divide the charge in the semiconductor into thin sheets parallel to the surface. In a medium of permittivity κ, a sheet with charge σ per unit area gives a field of magnitude 2πσ/κ on each side, pointing in opposite directions on the two sides. A negative sheet deeper than an electron pushes it towards the surface, which counts as positive in F. A negative sheet nearer the surface pushes it away from the surface, which counts as negative.

The charges on the gate, in the oxide and at the interface, including the polarization charge at the interface, are planar and lie on the surface side of every electron. Together they give a uniform field F_s throughout the semiconductor. Its value follows from the condition that the total field vanishes beyond W. There, all the electrons and all the fixed charge lie on the surface side and push outwards from it:

F_s − (2π/κ)(N_inv + N_dep) = 0,

F_s = (2π/κ)(N_inv + N_dep).

For an electron at z, the fixed charge N_dep − D(z) lies deeper and D(z) lies nearer the surface. The depletion charge therefore contributes

(2π/κ)[N_dep − D(z)] − (2π/κ)D(z) = (2π/κ)[N_dep − 2D(z)].

The contribution of the other electrons, averaged over the layer, is

(2π/κ)(1/N_inv) ∫∫ n(z) n(z′) sgn(z′ − z) dz dz′ = 0.

Exchanging the names z and z′ leaves the product of densities unchanged and reverses the sign of sgn, so the integral equals its own negative. This is Newton's third law: the electrons push one another apart, but their mutual forces add up to nothing.

The sum of the three contributions is

⟨F⟩ = (2π/κ)(N_inv + N_dep) + (2π/κ)(N_dep − 2⟨D⟩)
  = (4π/κ)(N_dep + N_inv/2 − ⟨D⟩),

which is equation (1) again. The factor of one half now has a physical origin. Each inversion electron requires a balancing positive charge on the surface side, and that charge acts on the layer with the one-sided field 2π/κ. The depletion charge acts twice, once directly and once through its own balancing charge, and so carries the full 4π/κ.

**When the depletion charge in the layer matters**

For uniform doping with acceptor density N_A, D(z) = N_A z and ⟨D⟩ = N_A⟨z⟩. The error of equation (2), relative to its own value, is

N_A⟨z⟩ / (N_dep + N_inv/2).

It is small when the electrons lie close to the surface compared with the depletion width. It vanishes when the region that holds the electrons is undoped. It grows when the layer is deep and weakly filled, because N_inv then no longer helps the denominator.

Another limit concerns the boundary condition. If the field at the back of the electron layer is held at a value F_b by a second electrode, and the layer is undoped, integration from the back gives F = F_b + (4π/κ)M and hence

⟨F⟩ = F_b + (2π/κ)N_inv.

The half remains, but F_b replaces the depletion term. In an undoped film between two identical gates at the same voltage, the field vanishes at the middle by symmetry. Each half holds N_inv/2, so the mean field magnitude is (4π/κ)(N_inv/4). The signed mean over the whole film is zero, since the two halves are pulled in opposite directions.

**Reading the field from the wavefunctions**

In a quantized layer the mean field can also be found without adding up any charge. Let ψ be the real, normalized wavefunction of a subband with mass m normal to the surface, and let the oxide be a hard wall, ψ(0) = 0. The subband equation is

−ψ″/(2m) + Uψ = Eψ.

Multiply by ψ′ and integrate from the surface to a depth where ψ and ψ′ have died out. The kinetic term is a total derivative:

−(1/2m) ∫ ψ″ψ′ dz = −(1/4m)[ψ′²] = ψ′(0)²/(4m).

The potential term is integrated by parts, and its boundary term vanishes because ψ is zero at both ends:

∫ Uψψ′ dz = −½ ∫ U′ψ² dz.

The right-hand side, E[ψ²]/2, is zero for the same reason. Hence

ψ′(0)²/(2m) = ∫ F ψ² dz.  (4)

The left side is the force exerted by the wall, which holds the electron against the pull towards the surface. If subband i holds N_i electrons per area, then summing over subbands gives

Σ N_i ψ_i′(0)²/(2m_i) = N_inv⟨F⟩.

**A silicon transistor**

Silicon enters through its permittivity, 11.7, and its valleys. On a (100) surface two valleys have the heavy mass 0.916 normal to the surface, and four have the light mass 0.19, in units of the electron mass. The example has an acceptor density of 3×10¹⁷ cm⁻³, an inversion charge of 0.80 μC/cm², a temperature of 300 K, and a band bending of 1.0 eV due to the depletion charge. The channel is long and has no drain bias. The subband equation, with the mean electrostatic energy as its potential, and Poisson's equation were solved together with Fermi statistics.

The bending due to uniform depletion charge is (2π/κ)N_A W², which gives W = 65.7 nm. The charge N_A W is 0.316 μC/cm², and by itself it produces a field of 0.305 MV/cm. The conversion factor 1/ε is therefore

0.3046/0.3156 = 0.965 MV/cm per μC/cm².

Equation (2) gives

⟨F⟩ ≈ 0.965 × (0.316 + 0.400) = 0.691 MV/cm.

In this model the electrons lie at a mean depth of 1.73 nm. Leakage into the oxide would reduce this by about 0.1 nm, and the unscreened image force would increase it by about as much; both effects are discussed below, and either shift alters the depletion correction by about 0.0005 MV/cm. The mean depletion charge between them and the surface is N_A⟨z⟩ = 0.0083 μC/cm². This lowers the field by 0.965 × 0.0083 = 0.008 MV/cm, to 0.683 MV/cm. Averaging the computed field over the computed density gives the same 0.683 MV/cm, or 0.00683 V/Å. The simple law is 1.2% above this value.

The wall force, equation (4) summed over subbands, gives 0.6834 MV/cm against 0.6827 MV/cm from the average. The difference is 0.1%, within the 0.4% allowed for the finite grid in this test. It is also much smaller than the 1.2% correction, so the wall force resolves the depletion charge inside the layer.

The sheet picture divides the mean field into 0.538 MV/cm from the surface side and 0.144 MV/cm from the depletion charge. The other electrons contribute nothing beyond rounding error.

The field at the surface is 1.08 MV/cm, more than half as large again as the mean. The standard deviation is 0.228 MV/cm, slightly above the 0.223 MV/cm of the uniform distribution. The sign of this difference follows from equation (3): M(z) and −D(z) both decrease with depth, so they are positively correlated, and the doping inside the layer widens the distribution.

**Changing the profile**

Three invented profiles put the independence of shape to a test. Both charges were held at the values above, but all the depletion charge was placed deeper than 12 nm and all the electrons nearer the surface. A box, an exponential with its maximum at the surface, and a pair of separate lumps have mean depths of 3.0, 1.5 and 4.3 nm. Each gives a mean field of 0.691 MV/cm, in agreement with equation (2) to within the 0.1% required.

Temperature changes the profile of the silicon layer itself. At 400 K, with the inversion charge and the depletion charge held fixed, the mean depth rises from 1.733 to 1.895 nm, while the mean field falls from 0.683 to 0.682 MV/cm. The small fall is the extra N_A⟨z⟩.

The law fails visibly for a deep, weak layer. Place 0.02 μC/cm² of electrons in a box centred at 15 nm in the original, uniformly doped silicon. The mean field is 0.245 MV/cm, whereas equation (2) gives 0.314 MV/cm, which is 28% above the true value. This profile is imposed and is not a solution of the subband equation; it shows what the neglected term can do.

**What each derivation assumes**

Both derivations require planar charge, uniform κ throughout the region that holds the electrons, and no field beyond the depletion edge. Neither requires equilibrium, a particular statistics, or quantum mechanics. Given the densities, equation (1) is a statement of electrostatics. Quantum mechanics and temperature decide which density occurs, and through it the size of ⟨D⟩.

The first derivation uses the local form of Gauss's law, integrated from the side where the field is known. It needs no information about the gate, the oxide or charge trapped at the interface. It also yields the field at each depth and its distribution. Uniform κ enters when 4π/κ is taken outside the average; if κ varied among the electrons, the integral of nM/κ would depend on the profile.

The second uses superposition and the equality of action and reaction between sheets. It must account for the charge on the surface side, which it does through the condition beyond W. If κ varied within the layer, the electrons would also induce polarization charge there. That charge would act on them, and the cancellation among the electrons alone would no longer settle the mean. In return, the method shows which charges supply the force.

The wall-force relation rests on different premises: a hard wall and a subband equation whose potential is U. Equation (4) holds for any such potential, so its agreement with the averaged field tests the solution of the subband equation, not the electrostatics. If a further force were added to the subband equation, the wall would balance its average as well. An outward force from the oxide would therefore change the wall force, whereas forces between the electrons that add up to zero would leave the sum over subbands equal to N_inv⟨F⟩.

**The model beside a real device**

The parameters are rough typical values for a planar bulk silicon transistor with a thin gate oxide, here 2 nm of permittivity 3.9, and none is meant to be extreme. In this model the chosen bending corresponds to a slight forward body bias of 0.04 V. The value is uncertain by a few hundredths of a volt, because it is a small difference of larger energies. Removing this bias at fixed inversion charge would raise the bending by about 4%, the depletion charge by about 2%, and the mean field by about 1%. A real oxide is not a hard wall: with a 3.1 eV barrier, 0.2% of the electrons leak into it, which raises the mean field by 0.7%. Holes near the depletion edge remove 1.3% of the depletion charge at the same bending, and so lower the mean field by about 0.6%. Random doping matters more in a small device. Under a gate 50 nm square there are on average 49 acceptors; if their number fluctuates independently, with the inversion charge and the depletion depth held fixed, the mean field scatters by about 6% from device to device. At fixed bending the depletion edge would lie nearer the surface when acceptors are numerous, and the scatter would be smaller, about 3.6%. Both figures come from counting in the planar model and serve only as orders of magnitude. A 50 nm gate is shorter than the 66 nm depletion depth, so at this doping source and drain would balance much of the depletion charge. The acceptors are also about 15 nm apart, far more than the depth of the electron layer, so the local field is not that of a planar charge. A thin undoped film between two planar gates breaks the assumption about the back field, and needs F_b, as above, in place of the depletion term. Where the gate wraps around the body, the charge is not planar and the half itself need not hold: in a round wire filled uniformly with electrons, the field grows in proportion to the radius, and its mean is two thirds of the surface field.

The largest of the neglected effects estimated here is of another kind. An electron near the oxide is repelled by the polarization that it induces there itself. For a sharp step in permittivity, and without screening by the gate or the other electrons, this outward force, averaged over the profile computed without it, is 0.20 MV/cm, or 30% of the mean field. Included in the subband equation, it would move the electrons deeper and so average somewhat less. It is not part of the mean electrostatic field and does not alter equation (1). It can shift the profile, and with it ⟨D⟩, and it belongs in any account of the total force on an electron. The screened value was not calculated.

The oxide field is 3.2 MV/cm, about a third of a rough breakdown field of 10 MV/cm. The estimated tunnelling probability per attempt, of order 10⁻¹⁰, is small, though it is not by itself a leakage current. In the silicon, the valence-band edge in the bulk lies 0.15 eV below the lowest subband, so direct band-to-band tunnelling into the layer is closed in energy at this body bias and without drain bias. At the same inversion charge, a reverse body bias of little more than 0.1 V would open it in energy only. The path through the gap would cross most of the depletion layer, 50 nm or more, and a two-band WKB estimate of the probability is of order 10⁻⁴⁰ at 0.2 V. The model says nothing about tunnelling at the drain junction, which it omits. The values behind these comparisons are listed in the numerical output.

Equation (2) fixes the mean electrostatic field. It does not say that mobility must depend on this mean alone. A rule fitted to mobility with another weight on N_inv defines a different quantity, and its weight cannot be derived from the argument given here.

Table of computed values

```
acceptor density (input): 3.0e+17 cm^-3
inversion charge (input): 0.80 uC/cm2
depletion bending (input): 1.00 eV
temperature (input): 300 K
permittivities Si, oxide (input): 11.7, 3.9
masses long., trans., oxide (input): 0.916, 0.19, 0.5
oxide thickness, barrier (input): 2.0 nm, 3.1 eV
gap (input): 1.12 eV; valence DOS: 3e+19 cm^-3
depletion width: 65.7 nm
depletion charge: 0.3156 uC/cm2
mean electron depth: 1.733 nm
lowest subband above surface band edge: 0.166 eV
share of electrons in twofold valleys: 0.765
surface field: 1.0769 MV/cm
field of depletion charge alone: 0.3046 MV/cm
mean field, quadrature: 0.6827 MV/cm
mean field, full law: 0.6827 MV/cm
mean field, simple law: 0.6907 MV/cm
mean field, wall force: 0.6834 MV/cm
mean field, quadrature, converted: 0.006827 V/angstrom (force in eV/angstrom)
excess of simple law: 1.18 %
depletion charge inside, mean: 0.0083 uC/cm2
standard deviation of field: 0.2275 MV/cm
uniform-distribution value: 0.2229 MV/cm
part from surface-side charge: 0.5384 MV/cm
part from depletion charge: 0.1443 MV/cm
part from other electrons, size: 3e-16 MV/cm
undoped surface, box: depth 3.01 nm, mean field 0.6908 MV/cm
undoped surface, exponential: depth 1.50 nm, mean field 0.6908 MV/cm
undoped surface, two lumps: depth 4.34 nm, mean field 0.6907 MV/cm
deep weak layer: charge: 0.02 uC/cm2
deep weak layer: depth: 15.0 nm
deep weak layer: true mean field: 0.2447 MV/cm
deep weak layer: simple law: 0.3143 MV/cm
at 400 K: mean depth: 1.895 nm
at 400 K: mean field: 0.6820 MV/cm
electrons leaked into oxide: 0.20 %
mean field change by leakage: 0.74 %
depletion charge lost to hole tail: 1.30 %
bare self-image force, outward: 0.2017 MV/cm
acceptors under 50 nm square gate: 49
field scatter from their number: 6.3 %
oxide field: 3.23 MV/cm
oxide field / rough breakdown field: 0.32
WKB transmission of oxide: 7e-11
Fermi level minus lowest subband: 0.32 kT
total band bending: 1.134 eV
band-to-band margin (positive: closed): 0.152 eV
implied body bias (reverse positive): -0.042 V
```
